# Zero-Flux Basins, Kinetic Energy and the Atomic Virial Theorem

**Setting.** An atom in a molecule can be defined as a region of space cut out by the electron density. This problem asks which energies such a region possesses, and when.

Hartree atomic units are used. The nuclei are fixed, there is no magnetic field, and $\psi$ is a normalized, antisymmetric bound state of $N$ electrons obeying

$$\Big(-\tfrac12\sum_{k=1}^N\nabla_k^2+\hat V\Big)\psi=E_{\rm el}\psi .$$

Here $\hat V$ is a real multiplicative potential that includes electron–nucleus attraction and electron–electron repulsion. Electron 1 is placed at $\mathbf r$. The symbol $\int'$ means integration over the positions of the other electrons and summation over all spins, and derivatives without an electron label act on $\mathbf r$. Define

$$\rho=N\!\int'|\psi|^2,\qquad G=\frac N2\int'|\nabla\psi|^2,$$
$$K=-\frac N4\int'(\psi^*\nabla^2\psi+\text{c.c.}),\qquad \mathbf F=-N\!\int'|\psi|^2\,\nabla_1\hat V .$$

Integrated over all space, $K$ and $G$ both give the kinetic energy $T$. $\mathbf F$ is the force density on the electrons.

The basin $\Omega$ of a nucleus is the set of points from which the path of steepest ascent of $\rho$ ends at that nucleus. Its boundary is assumed piecewise smooth, with outward normal $\mathbf n$.

## (a) How do the two kinetic energy densities differ at a point?

**Solution.** Differentiate the density twice:

$$\nabla\rho=N\int'(\psi^*\nabla\psi+\psi\nabla\psi^*),$$
$$\nabla^2\rho=N\int'(\psi^*\nabla^2\psi+\psi\nabla^2\psi^*)+2N\int'|\nabla\psi|^2 .$$

By the definitions, the first term is $-4K$ and the second is $4G$. Hence

$$K-G=-\tfrac14\nabla^2\rho. \tag{1}$$

The densities differ wherever the Laplacian is non-zero. $G$ is nowhere negative, whereas $K$ can have either sign. The Schrödinger equation was not used.

## (b) What happens to this difference when it is integrated over a basin?

**Solution.** First consider the boundary. All points of one ascent path end at the same nucleus, so no path can cross from one basin into another. If $\nabla\rho\cdot\mathbf n$ were non-zero at a smooth boundary point, the path through that point would cross the surface. Therefore

$$\nabla\rho\cdot\mathbf n=0\quad\text{on the boundary of }\Omega. \tag{2}$$

Gauss's theorem needs care at the nucleus, where $\rho$ has a cusp. Near a charge $Z$, the wave function behaves as $\psi_0(1-Zr)$ plus smooth linear terms: since $\nabla^2r=2/r$, the kinetic term $-\frac12\nabla^2(-Zr)=Z/r$ cancels the attraction $-Z/r$. Thus $\nabla\rho$ changes direction abruptly at the nucleus but stays bounded.

Cut out a ball of radius $\varepsilon$. The flux through its surface is at most $4\pi\varepsilon^2\max|\nabla\rho|$, which vanishes as $\varepsilon\to0$. The Laplacian diverges only as $1/r$, so the ball contributes nothing to its volume integral either. If the basin extends to infinity, the exponential decay of a bound state removes the flux there. What remains is

$$\int_\Omega\nabla^2\rho\,dV=\oint\nabla\rho\cdot\mathbf n\,dS=0. \tag{3}$$

Integrating (1) now gives

$$K(\Omega)=G(\Omega)\equiv T(\Omega). \tag{4}$$

The integrals agree, although the densities do not. The same holds for every density $G+c\nabla^2\rho$ with constant $c$. It does not follow for an arbitrary function that merely integrates to $T$ over all space, because its difference from $G$ need not integrate to zero over each basin.

For (3) alone, zero net flux would be enough. Condition (2) is stronger, since it holds at every point of the surface.

## (c) Which stress balances the force on the electrons?

Define the quantum stress tensor

$$\sigma_{ij}=\frac N4\int'\big(\psi^*\partial_i\partial_j\psi-\partial_i\psi^*\,\partial_j\psi+\text{c.c.}\big)$$

and find its divergence. Repeated indices are summed.

**Solution.** The product rule gives

$$\partial_j(\psi^*\partial_i\partial_j\psi)=\partial_j\psi^*\,\partial_i\partial_j\psi+\psi^*\partial_i\nabla^2\psi,$$
$$\partial_j(\partial_i\psi^*\,\partial_j\psi)=\partial_i\partial_j\psi^*\,\partial_j\psi+\partial_i\psi^*\,\nabla^2\psi .$$

Subtract the second line from the first. The two terms with mixed derivatives are complex conjugates of each other, so their difference is imaginary and disappears when the complex conjugate is added. Thus

$$\partial_j\sigma_{ij}=\frac N4\int'\big(\psi^*\partial_i\nabla^2\psi-\partial_i\psi^*\,\nabla^2\psi+\text{c.c.}\big). \tag{5}$$

Now the Schrödinger equation enters, in the form

$$\nabla_1^2\psi=2(\hat V-E_{\rm el})\psi-\sum_{k\ge2}\nabla_k^2\psi .$$

Its first term contributes to the bracket in (5)

$$2|\psi|^2\partial_i\hat V+2(\hat V-E_{\rm el})(\psi^*\partial_i\psi-\psi\,\partial_i\psi^*)+\text{c.c.}=4|\psi|^2\partial_i\hat V,$$

because the second term is imaginary. Each other electron $k$ contributes

$$-\frac N4\int'\big(\psi^*\nabla_k^2\partial_i\psi-\partial_i\psi^*\,\nabla_k^2\psi+\text{c.c.}\big).$$

Electron $k$ ranges over all space, so Green's theorem moves $\nabla_k^2$ from $\partial_i\psi$ to $\psi^*$ without a surface term at infinity. A small sphere around the point where electrons 1 and $k$ meet is harmless: its area is of order $\varepsilon^2$, and the derivatives on it grow no faster than $1/\varepsilon$. The first term becomes $\partial_i\psi\,\nabla_k^2\psi^*$, the complex conjugate of $\partial_i\psi^*\,\nabla_k^2\psi$. The difference is again imaginary and drops out. Therefore

$$\partial_j\sigma_{ij}=N\int'|\psi|^2\partial_i\hat V=-F_i. \tag{6}$$

In a stationary state, the divergence of the stress and the force density cancel at every point away from the nuclei.

A case with electron repulsion shows the signs. Take two electrons in the potential $(r_1^2+r_2^2)/8+1/r_{12}$, with the unnormalized spatial eigenfunction $(1+r_{12}/2)\,e^{-(r_1^2+r_2^2)/4}$. At $r=1$ bohr, the well pulls inward with force $r/4=0.25$ hartree/bohr per electron. The computed repulsion pushes outward with $0.154561$ hartree/bohr. Hence

$$-F_r/\rho=0.25-0.154561=0.095439\ \text{hartree/bohr}.$$

The separately computed $(\nabla\cdot\sigma)_r/\rho$ has the same value. At this radius, $(K-G)/\rho$ and $-\nabla^2\rho/(4\rho)$ are both $0.441711$ hartree, as (1) requires.

## (d) Find the relation between kinetic energy, force and surface stress in a region, then apply it to a basin.

**Solution.** The trace of the stress is

$$\sigma_{ii}=\frac N4\int'(\psi^*\nabla^2\psi+\text{c.c.})-\frac N2\int'|\nabla\psi|^2=-K-G .$$

Take the divergence of the vector $r_i\sigma_{ij}$, using $\partial_jr_i=\delta_{ij}$ and (6):

$$\partial_j(r_i\sigma_{ij})=\sigma_{ii}+r_i\,\partial_j\sigma_{ij}=-(K+G)-\mathbf r\cdot\mathbf F. \tag{7}$$

Integrate over a region $D$ whose boundary avoids the nuclei. At a nucleus the second derivatives in $\sigma$ diverge as $1/r$, so a small sphere contributes a surface term of order $\varepsilon^2/\varepsilon=\varepsilon$, which vanishes. The force density diverges as $1/r^2$, which is integrable in three dimensions. Hence, for any such region,

$$K(D)+G(D)+\int_D\mathbf r\cdot\mathbf F\,dV+\oint r_i\sigma_{ij}n_j\,dS=0. \tag{8}$$

For a basin, (4) turns $K+G$ into $2T(\Omega)$. With

$$V_b=\int_\Omega\mathbf r\cdot\mathbf F\,dV,\qquad V_s=\oint r_i\sigma_{ij}n_j\,dS,\qquad V(\Omega)=V_b+V_s,$$

the atomic virial theorem is

$$\boxed{2T(\Omega)+V(\Omega)=0.} \tag{9}$$

$V_b$ is the virial of the forces on the electrons inside the basin, including the forces from charges outside it, and $V_s$ is the virial of the stress $\sigma\mathbf n$ on the surface. Their sum is not simply the electrostatic energy inside $\Omega$. For the whole of space the surface term vanishes and (9) becomes $2T=-\int\mathbf r\cdot\mathbf F\,dV$.

The two ingredients have different conditions. Zero flux makes $T(\Omega)$ common to $K$ and $G$, for any sufficiently regular $\psi$. The balance (8) requires a stationary state, so an approximate wave function need not satisfy (9).

## (e) Does the atomic virial depend on the origin, and what do the atomic energies add up to?

**Solution.** Integrating (6) over the basin gives the force balance

$$\int_\Omega\mathbf F\,dV+\oint\sigma\mathbf n\,dS=0. \tag{10}$$

Move the origin by $\mathbf a$, so that $\mathbf r$ becomes $\mathbf r-\mathbf a$. Then $V_b$ changes by $-\mathbf a\cdot\int_\Omega\mathbf F\,dV$ and $V_s$ by $-\mathbf a\cdot\oint\sigma\mathbf n\,dS$. By (10) these changes cancel. $V(\Omega)$ is independent of the origin, while the division into $V_b$ and $V_s$ depends on it whenever $\mathbf a$ has a component along the total force on the basin.

Define the atomic energy as $E_e(\Omega)=T(\Omega)+V(\Omega)$. Summing over atoms requires that the basins fill all space apart from their boundaries, so that $\sum_\Omega T(\Omega)=T$. This is assumed here. It fails if $\rho$ has a local maximum away from the nuclei, unless the region that ascends to that maximum is counted as one more basin. From (9),

$$E_e(\Omega)=-T(\Omega),\qquad \sum_\Omega E_e(\Omega)=-T. \tag{11}$$

To compare this sum with the molecular energy $E$, which includes the nuclear repulsion $V_{nn}$, let $W=\hat V+V_{nn}$. For Coulomb forces $W$ is homogeneous of degree $-1$ in all electron positions $\mathbf r_k$ and nuclear positions $\mathbf X_\alpha$ together. Euler's theorem gives

$$\sum_k\mathbf r_k\cdot\nabla_kW+\sum_\alpha\mathbf X_\alpha\cdot\nabla_\alpha W=-W .$$

Take the expectation value. The electronic sum is $-\int\mathbf r\cdot\mathbf F\,dV=2T$ over all space. In the nuclear sum, $\langle\nabla_\alpha W\rangle=\partial E/\partial\mathbf X_\alpha$: for a normalized eigenstate that varies smoothly with the nuclear positions, the terms from changing $\psi$ add up to an energy times the derivative of $\langle\psi|\psi\rangle=1$, which is zero. Since $\langle W\rangle=E-T$,

$$2T+\sum_\alpha\mathbf X_\alpha\cdot\frac{\partial E}{\partial\mathbf X_\alpha}=-(E-T),$$
$$-T=E+\sum_\alpha\mathbf X_\alpha\cdot\frac{\partial E}{\partial\mathbf X_\alpha}. \tag{12}$$

The atomic energies therefore add up to $E$ when the nuclear virial vanishes, as it does at an equilibrium geometry. Elsewhere they add up to $E$ plus that virial.

## (f) Find the dividing surface for one electron and two unequal charges.

Place $Z_A=1$ at $z=-R/2$ and $Z_B=1.2$ at $z=R/2$, with $R=2$ bohr. These are model charges. Consider the ground state.

**Solution.** With $r_A$ and $r_B$ the distances to the charges, use the spheroidal coordinates

$$\xi=(r_A+r_B)/R,\qquad \eta=(r_A-r_B)/R .$$

Their scale factors are

$$h_\xi=\frac R2\sqrt{\frac{\xi^2-\eta^2}{\xi^2-1}},\quad h_\eta=\frac R2\sqrt{\frac{\xi^2-\eta^2}{1-\eta^2}},\quad h_\varphi=\frac R2\sqrt{(\xi^2-1)(1-\eta^2)} .$$

The general Laplacian in orthogonal coordinates then gives, for a state without angular dependence around the axis,

$$\nabla^2\psi=\frac{4}{R^2(\xi^2-\eta^2)}\Big[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\Big]\psi .$$

Since $r_A=R(\xi+\eta)/2$ and $r_B=R(\xi-\eta)/2$, the attraction is

$$\frac{Z_A}{r_A}+\frac{Z_B}{r_B}=\frac{2}{R}\,\frac{(Z_A+Z_B)\xi+(Z_B-Z_A)\eta}{\xi^2-\eta^2}.$$

Write the Schrödinger equation as $\nabla^2\psi+2(Z_A/r_A+Z_B/r_B)\psi+2E_{\rm el}\psi=0$ and multiply by $R^2(\xi^2-\eta^2)/4$. Every term then depends on $\xi$ or on $\eta$ alone. With $\psi=X(\xi)Y(\eta)$, $p^2=-E_{\rm el}R^2/2$ and a separation constant $C$,

$$[(\xi^2-1)X']'+[R(Z_A+Z_B)\xi-p^2\xi^2+C]X=0,$$
$$[(1-\eta^2)Y']'+[R(Z_B-Z_A)\eta+p^2\eta^2-C]Y=0 .$$

The density is $\rho=X^2Y^2$. The normal to a surface of constant $\eta$ points along the $\eta$ direction, so

$$\nabla\rho\cdot\mathbf n=\pm\frac{2X^2YY'}{h_\eta}.$$

This vanishes on the whole surface $\eta=\eta_c$ if $Y'(\eta_c)=0$. The surface is one sheet of a hyperboloid of revolution with the charges at its foci. It meets the axis where $\nabla\rho=0$: the axial derivative vanishes there because $Y'=0$, and the transverse one by symmetry. This is the bond critical point.

Numerical solution gives $E_{\rm el}=-1.292718$ hartree and $\eta_c=-0.333685$. The critical point lies at

$$r_A=\tfrac R2(1+\eta_c)=0.666\ \text{bohr},\qquad r_B=\tfrac R2(1-\eta_c)=1.334\ \text{bohr}.$$

The surface is displaced towards the weaker charge and curves around it. In the numerical check, four ascent paths started close to the surface, two on each side, end at the charge on their own side. For equal charges the ground-state $Y$ is even, so $Y'(0)=0$ and the surface becomes the midplane. Such a surface need not exist: for $Z_A=1$, $Z_B=2$ at the same distance, $Y'$ is positive on the whole interval $-1\le\eta\le1$. The density then rises from A towards B despite the cusp, $\eta$ increases along every ascent path off the axis, and A has no basin of finite volume.

The critical point shows how different the two densities can be. There $\nabla\psi=0$, so $G=0$, whereas $K=0.1038$ hartree/bohr³.

## (g) Evaluate the theorem for both atoms.

**Solution.** Basin A holds $0.221$ electrons and basin B holds $0.779$. In the following table each virial is taken about the atom's own nucleus, and energies are in hartree.

| | A | B |
|---|---:|---:|
| $K(\Omega)$ | 0.157929 | 0.565423 |
| $G(\Omega)$ | 0.157929 | 0.565423 |
| $V_b$ | −0.331931 | −1.132991 |
| $V_s$ | 0.016073 | 0.002144 |
| $V(\Omega)$ | −0.315858 | −1.130846 |

For A, $2T=2(0.157929)=0.315858$ hartree, the negative of $V$. For B, $2T=2(0.565423)=1.130846$ hartree, again the negative of $V$.

The vanishing Laplacian integral comes from cancellation between positive and negative regions. In A, the integral of $|\nabla^2\rho|$ is $0.814$ bohr⁻², while that of $\nabla^2\rho$ is zero within rounding error.

The force on the electrons in A is $F_z=-0.009109$ hartree/bohr, and the surface stress supplies $+0.009109$ hartree/bohr. Moving the origin from A to B, a shift of $+2$ bohr along $z$, gives

$$V_b=-0.331931-2(-0.009109)=-0.31371\ \text{hartree},$$
$$V_s=0.016073-2(0.009109)=-0.00214\ \text{hartree}.$$

The sum is still $-0.31586$ hartree. The surface term of A has even changed sign, so its value has no meaning without a stated origin. It now cancels the surface term of B, which uses the same origin.

The atomic energies are $-0.157929$ and $-0.565423$ hartree, with sum $-0.723352$ hartree. The molecular energy is

$$E=E_{\rm el}+\frac{Z_AZ_B}{R}=-1.292718+0.6=-0.692718\ \text{hartree}.$$

The difference is the nuclear virial of (12). Since $E$ depends only on $R=z_B-z_A$, we have $\partial E/\partial z_B=dE/dR=-\partial E/\partial z_A$, and the virial is $(z_B-z_A)\,dE/dR=R\,dE/dR$. The energy curve gives $R\,dE/dR=-0.030634$ hartree:

$$-0.692718-0.030634=-0.723352\ \text{hartree}.$$

The negative slope means that the charges repel each other at this distance.

## (h) Remove each assumption in turn. What fails?

**Solution.** First replace the zero-flux surface by the midplane $\eta=0$. The half space containing A has $K=0.192554$ and $G=0.228670$ hartree. Their difference is $-0.036116$ hartree, about 17% of their mean. The outward flux of $\nabla\rho$ is $0.144465$ bohr⁻², and (1) with Gauss's theorem predicts

$$K-G=-\tfrac14(0.144465)=-0.036116\ \text{hartree}.$$

This half space has no common kinetic energy $T$. The balance (8) nevertheless holds, with a numerical residue of order $10^{-11}$ hartree, because it does not require zero flux.

Next keep the surface $\eta=\eta_c$ but multiply $X$ by $e^{-0.3(\xi-1)}$ and normalize again. Since $Y$ is unchanged, the surface still has zero flux, and $K(\Omega)=G(\Omega)$ within rounding. The new function is not an eigenstate. For basin A, with its nucleus as origin,

$$2T+V_b+V_s=0.0696\ \text{hartree}\neq0 .$$

The agreement of $K$ and $G$ is therefore no evidence that a wave function satisfies the atomic virial theorem. The numerical check evaluates the volume integrals by quadrature and obtains the surface stress from Cartesian differences of $\psi$.

## Numbers as computed

```
Model charges ZA, ZB: 1.0, 1.2 e; distance R: 2.0 bohr
Electronic energy: -1.292718 hartree
Total energy E with nuclear repulsion: -0.692718 hartree
Largest local-energy error: 7.5e-10 hartree
Surface eta_c: -0.333685 (dimensionless)
Critical point to nucleus A: 0.666315 bohr
Critical point to nucleus B: 1.333685 bohr
Density there: 0.093692 bohr^-3
K density there: 0.103796 hartree/bohr^3
G density there: 5.3e-26 hartree/bohr^3
Largest |n.grad psi|/psi on surface: 1.1e-10 1/bohr
Uphill paths, largest end distance to nucleus: 0.029 bohr
Atom A population: 0.220861 electrons
Atom A integral of Laplacian: 2.7e-16 bohr^-2
Atom A integral of |Laplacian|: 0.813988 bohr^-2
Atom A K: 0.157929 hartree
Atom A G: 0.157929 hartree
Atom A basin virial, own nucleus origin: -0.331931 hartree
Atom A surface virial, own nucleus origin: 0.016073 hartree
Atom A total virial V: -0.315858 hartree
Atom A energy T+V: -0.157929 hartree
Atom A z-force on electrons in basin: -0.009109 hartree/bohr
Atom A z-component of surface stress: 0.009109 hartree/bohr
Atom B population: 0.779139 electrons
Atom B integral of Laplacian: 2.2e-15 bohr^-2
Atom B integral of |Laplacian|: 2.721660 bohr^-2
Atom B K: 0.565423 hartree
Atom B G: 0.565423 hartree
Atom B basin virial, own nucleus origin: -1.132991 hartree
Atom B surface virial, own nucleus origin: 0.002144 hartree
Atom B total virial V: -1.130846 hartree
Atom B energy T+V: -0.565423 hartree
Atom B z-force on electrons in basin: 0.009109 hartree/bohr
Atom B z-component of surface stress: -0.009109 hartree/bohr
Atom A basin virial, origin at B: -0.313714 hartree
Atom A surface virial, origin at B: -0.002144 hartree
Total kinetic energy T: 0.723352 hartree
R dE/dR: -0.030634 hartree
E + R dE/dR: -0.723352 hartree
Midplane half space (A side) K: 0.192554 hartree
Midplane half space G: 0.228670 hartree
Midplane outward flux of grad rho: 0.144465 bohr^-2
Midplane K+G+Vb+Vs: -5.6e-12 hartree
Trial exponent change in xi: 0.3 (dimensionless)
Trial atom A K-G: -3.9e-16 hartree
Trial atom A 2T+Vb+Vs: 0.069568 hartree
Well: radius tested: 1.0 bohr
Well: (K-G)/rho: 0.441711 hartree
Well: -Laplacian/(4 rho): 0.441711 hartree
Well: div sigma/rho: 0.095439 hartree/bohr
Well: -F/rho: 0.095439 hartree/bohr
Well: repulsion part of F/rho: 0.154561 hartree/bohr
```
